**Flat-plate momentum thickness of hydrogen against a 2 cm channel**

The program computes the Blasius momentum thickness θ = 2f″(0)√(νx/U), where ν is the kinematic viscosity, x the distance from the leading edge, U the stream speed and f the similarity stream function. For hydrogen at 900 K, 0.1 bar and 1 m/s it gives θ = 1.76 cm at x = 10 cm, below the channel height H = 2 cm, while the displacement thickness (4.57 cm) and the 99 % velocity thickness (13.0 cm) are above it. The program asserts that θ and the distance at which θ = H agree with a direct march of the boundary-layer equations that does not assume similarity. It also asserts the momentum integral by quadrature and the formula for the neglected streamwise curvature by finite differences. That neglected term is about 0.2 of the retained one, so the plate theory cannot securely rank θ and H. For a real channel the program asserts the value 2H/15 for a parabolic profile, which lies below the general bound H/4. The slowest symmetric channel disturbance is checked against the creeping-flow condition sin 2a = 2a, where a is the decay rate in units of 2/H, and by separate integration of its differential equation. Its decay length is 2.96 mm, so 10 cm spans 34 decay lengths.

## Numerical check

```python
# Result under test: for hydrogen at 900 K, 0.1 bar and 1 m/s, the laminar
# flat-plate momentum thickness at 10 cm is theta = 2 f''(0) sqrt(nu x/U).
# It is BELOW a 2 cm channel height, while the displacement thickness and the
# 99 % velocity thickness are above it. In a real channel of height H the
# momentum thickness cannot exceed H/4, and the flow is developed at 10 cm.
# Symbols: U speed, x distance from the leading edge, y distance from the wall,
# nu kinematic viscosity, ell = sqrt(nu x/U), eta = y/ell, u = U f'(eta),
# h = H/2, a = decay rate of a channel disturbance in units of 1/h.
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Inputs (material values are rough typical ones)
T, p, U, x, H = 900.0, 1.0e4, 1.0, 0.10, 0.02
molar_mass = 2.016e-3       # kg/mol
mu = 1.9e-5                 # Pa s, hydrogen near 900 K, rough
mu_exponent = 0.7           # viscosity grows roughly as T**0.7
prandtl, gamma = 0.7, 1.4   # rough
T_cold = 300.0

rho = p * molar_mass / (const.R * T)
nu = mu / rho
Re_x = U * x / nu
ell = np.sqrt(nu * x / U)

# Similarity profile: integrate with unit wall curvature, then rescale
def blasius(s, g):
    return [g[1], g[2], -0.5 * g[0] * g[2]]

sol = solve_ivp(blasius, (0, 10), [0, 0, 1], method="DOP853",
                rtol=1e-11, atol=1e-13, dense_output=True)
c = sol.y[1, -1] ** -0.5
wall_slope = c ** 3

def profile(eta):
    g = sol.sol(c * eta)
    return c * g[0], c**2 * g[1], c**3 * g[2]

eta = np.linspace(0, 12, 4801)
f, f1, f2 = profile(eta)
f3 = -0.5 * f * f2
theta_quadrature = simpson(f1 * (1 - f1), x=eta)
assert abs(theta_quadrature - 2 * wall_slope) < 1e-6
disp_coeff = simpson(1 - f1, x=eta)
eta99 = brentq(lambda e: profile(e)[1] - 0.99, 1, 10)
theta = 2 * wall_slope * ell
disp = disp_coeff * ell
delta99 = eta99 * ell
x_cross = U * H**2 / (nu * (2 * wall_slope)**2)
mu_factor = (H / theta)**2

# Independent road: march the boundary-layer equations from a uniform stream.
# With stream function psi and w = U^2-u^2 they read w_x = nu u w_psipsi.
def march(length, steps=1000, cells=1000):
    psi = np.linspace(0, 10 * np.sqrt(nu * U * length), cells + 1)
    d = psi[1]
    w = np.zeros(cells + 1)
    w[0] = U**2
    positions = length * (np.arange(steps + 1) / steps)**2
    thickness = [0.0]
    for dx in np.diff(positions):
        guess = w
        for _ in range(3):
            speed = np.sqrt(np.maximum(U**2 - guess, 0))[1:-1]
            r = nu * speed * dx / d**2
            bands = np.zeros((3, cells - 1))
            bands[0, 1:] = -r[:-1]
            bands[1] = 1 + 2 * r
            bands[2, :-1] = -r[1:]
            rhs = w[1:-1].copy()
            rhs[0] += r[0] * U**2
            inner = solve_banded((1, 1), bands, rhs)
            guess = np.concatenate(([U**2], inner, [0.0]))
        w = guess
        u = np.sqrt(np.maximum(U**2 - w, 0))
        deficit = 1 - u / U
        thickness.append(d * (deficit.sum()
                              - 0.5 * (deficit[0] + deficit[-1])) / U)
    return positions, np.array(thickness)

pos, thick = march(0.2)
theta_march = np.interp(np.sqrt(x), np.sqrt(pos), thick)
theta_quarter = np.interp(np.sqrt(x / 4), np.sqrt(pos), thick)
x_cross_march = np.interp(H, thick, np.sqrt(pos))**2
# 1-2 % covers the first-order error of the marching step
assert abs(theta_march / theta - 1) < 0.01
assert abs(theta_quarter / (theta / 2) - 1) < 0.01
assert abs(x_cross_march / x_cross - 1) < 0.02
assert theta < H < disp < delta99

# Neglected streamwise diffusion and displaced outer flow on the plate
uxx = (eta**2 * f3 + 3 * eta * f2) / 4      # in units U/x^2
def speed_at(xx, y):
    return profile(y / np.sqrt(nu * xx / U))[1]
step, y0 = 0.02 * x, 1.5 * ell
uxx_fd = (speed_at(x + step, y0) - 2 * speed_at(x, y0)
          + speed_at(x - step, y0)) / step**2 * x**2
assert abs(uxx_fd / np.interp(1.5, eta, uxx) - 1) < 0.01
diffusion_ratio = np.max(abs(uxx)) / np.max(abs(f3)) / Re_x
outflow_ratio = disp_coeff / 2 / np.sqrt(Re_x)
v_edge = 0.5 * (eta[-1] * f1[-1] - f[-1]) / np.sqrt(Re_x)
assert abs(v_edge / outflow_ratio - 1) < 1e-5

# Momentum thickness inside a channel, integrated over the whole height
def parabola(y):
    return 4 * y * (H - y) / H**2
theta_channel = quad(lambda y: parabola(y) * (1 - parabola(y)), 0, H)[0]
assert abs(theta_channel - 2 * H / 15) < 1e-10
q = np.linspace(-1, 3, 4001)
largest_integrand = np.max(q * (1 - q))
assert abs(largest_integrand - 0.25) < 1e-9
theta_bound = largest_integrand * H
assert theta_channel < theta_bound < H

# Slowest symmetric disturbance of the parabolic flow, exp(-a x/h)
def slowest_rate(R, count):
    y, weight = np.polynomial.legendre.leggauss(50)
    bubble = (Polynomial([1, 0, -1])**2).convert(kind=Legendre)
    basis = [bubble * Legendre.basis(2 * k + 1) for k in range(count)]
    b0 = np.array([b(y) for b in basis])
    b1 = np.array([b.deriv(1)(y) for b in basis])
    b2 = np.array([b.deriv(2)(y) for b in basis])
    V = 1.5 * (1 - y**2)
    C0 = (b2 * weight) @ b2.T
    C1 = R * (b0 * weight) @ (V * b2 + 3 * b0).T
    C2 = -2 * (b1 * weight) @ b1.T
    C3 = R * (b0 * weight) @ (V * b0).T
    C4 = (b0 * weight) @ b0.T
    companion = np.zeros((4 * count, 4 * count))
    companion[:count] = -np.linalg.solve(C4, np.hstack([C3, C2, C1, C0]))
    companion[count:, :-count] = np.eye(3 * count)
    rates = np.linalg.eigvals(companion)
    rates = rates[rates.real > 1e-6]
    return rates[np.argmin(rates.real)]

def wall_determinant(a, R):
    def rhs(y, s):
        V = 1.5 * (1 - y**2)
        fourth = (-2 * a**2 * s[2] - a**4 * s[0]
                  - R * a * (V * (s[2] + a**2 * s[0]) + 3 * s[0]))
        return [s[1], s[2], s[3], fourth]
    ends = []
    for start in ([0, 1, 0, 0], [0, 0, 0, 1]):
        run = solve_ivp(rhs, (0, 1), np.array(start, dtype=complex),
                        method="DOP853", rtol=1e-10, atol=1e-12)
        ends.append(run.y[:, -1])
    return ends[0][0] * ends[1][1] - ends[1][0] * ends[0][1]

a_creep = slowest_rate(0.0, 10)
assert abs(np.sin(2 * a_creep) - 2 * a_creep) < 1e-3
h = H / 2
R_half = U * h / nu
a_flow = slowest_rate(R_half, 10)
assert abs(a_flow - slowest_rate(R_half, 8)) < 1e-4
assert (abs(wall_determinant(a_flow, R_half))
        < 1e-3 * abs(wall_determinant(1.05 * a_flow, R_half)))
decay_length = h / a_flow.real
efolds = x / decay_length
assert efolds > 10

# Other neglected effects for these numbers
nu_cold = nu * (T_cold / T)**(1 + mu_exponent)
theta_cold = 2 * wall_slope * np.sqrt(nu_cold * x / U)
T_mean = 0.5 * (T + T_cold)
nu_mean = nu * (T_mean / T)**(1 + mu_exponent)
grashof = const.g * (T - T_cold) / T_mean * H**3 / nu_mean**2
rayleigh = grashof * prandtl
richardson = grashof / (U * H / nu_mean)**2
free_path = mu / p * np.sqrt(np.pi * const.R * T / (2 * molar_mass))
mach = U / np.sqrt(gamma * const.R * T / molar_mass)

print(f"temperature {T:.0f} K, pressure {p/const.bar:.2f} bar")
print(f"pressure converted {p/const.torr:.1f} Torr")
print(f"speed {U:.1f} m/s, distance {x*100:.0f} cm, height {H*100:.0f} cm")
print(f"molar mass {molar_mass*1e3:.3f} g/mol")
print(f"viscosity, rough input {mu:.2e} Pa s")
print(f"density {rho:.3e} kg/m3")
print(f"kinematic viscosity {nu*1e4:.1f} cm2/s")
print(f"plate Reynolds number Re_x {Re_x:.1f} (no unit)")
print(f"length scale ell {ell*100:.3f} cm")
print(f"g'(infinity) {sol.y[1,-1]:.4f}, scale factor c {c:.4f} (no unit)")
print(f"f''(0) {wall_slope:.5f} (no unit)")
print(f"theta/ell: 2f''(0) {2*wall_slope:.5f}, "
      f"quadrature {theta_quadrature:.5f}")
print(f"displacement thickness/ell {disp_coeff:.4f} (no unit)")
print(f"99 % thickness/ell {eta99:.3f} (no unit)")
print(f"momentum thickness {theta*100:.2f} cm = {theta*1e3:.1f} mm")
print(f"momentum thickness by marching {theta_march*100:.2f} cm")
print(f"marching at x/4 {theta_quarter*100:.3f} cm, "
      f"formula {theta*50:.3f} cm")
print(f"theta/H {theta/H:.3f} (no unit)")
print(f"displacement thickness {disp*100:.2f} cm")
print(f"99 % velocity thickness {delta99*100:.1f} cm")
print(f"distance where theta = H {x_cross*100:.1f} cm, "
      f"marching {x_cross_march*100:.1f} cm")
print(f"viscosity factor needed for theta = H {mu_factor:.2f} (no unit)")
print(f"plate: max|u_xx|/max|u_yy| {diffusion_ratio:.3f} (no unit)")
print(f"plate: outflow speed/U {outflow_ratio:.3f} (no unit)")
print(f"channel: upper bound H/4 {theta_bound*1e3:.2f} mm")
print(f"channel: parabolic profile 2H/15 {theta_channel*1e3:.2f} mm")
print(f"channel: Reynolds number U h/nu {R_half:.2f} (no unit)")
print(f"creeping flow: decay rate a {a_creep.real:.3f}, "
      f"imaginary part {abs(a_creep.imag):.3f} (units 1/h)")
print(f"this flow: decay rate a {a_flow.real:.3f}, "
      f"imaginary part {abs(a_flow.imag):.3f} (units 1/h)")
print(f"channel: decay length {decay_length*1e3:.2f} mm")
print(f"channel: decay lengths in 10 cm {efolds:.0f} (no unit)")
print(f"cold gas {T_cold:.0f} K: kinematic viscosity "
      f"{nu_cold*1e4:.1f} cm2/s")
print(f"cold gas at same speed: plate theta {theta_cold*100:.2f} cm")
print(f"rough inputs: viscosity exponent {mu_exponent}, "
      f"Prandtl {prandtl}, gamma {gamma}")
print(f"buoyancy: mean temperature {T_mean:.0f} K, "
      f"kinematic viscosity {nu_mean*1e4:.1f} cm2/s")
print(f"buoyancy: Grashof {grashof:.2f}, Rayleigh {rayleigh:.2f}, "
      f"Gr/Re_H^2 {richardson:.3f}")
print(f"mean free path {free_path*1e6:.2f} um")
print(f"Knudsen number free path/H {free_path/H:.1e} (no unit)")
print(f"Mach number {mach:.1e} (no unit)")
print("OK")
```

Output:

```
temperature 900 K, pressure 0.10 bar
pressure converted 75.0 Torr
speed 1.0 m/s, distance 10 cm, height 2 cm
molar mass 2.016 g/mol
viscosity, rough input 1.90e-05 Pa s
density 2.694e-03 kg/m3
kinematic viscosity 70.5 cm2/s
plate Reynolds number Re_x 14.2 (no unit)
length scale ell 2.656 cm
g'(infinity) 2.0854, scale factor c 0.6925 (no unit)
f''(0) 0.33206 (no unit)
theta/ell: 2f''(0) 0.66411, quadrature 0.66411
displacement thickness/ell 1.7208 (no unit)
99 % thickness/ell 4.910 (no unit)
momentum thickness 1.76 cm = 17.6 mm
momentum thickness by marching 1.76 cm
marching at x/4 0.882 cm, formula 0.882 cm
theta/H 0.882 (no unit)
displacement thickness 4.57 cm
99 % velocity thickness 13.0 cm
distance where theta = H 12.9 cm, marching 12.9 cm
viscosity factor needed for theta = H 1.29 (no unit)
plate: max|u_xx|/max|u_yy| 0.200 (no unit)
plate: outflow speed/U 0.228 (no unit)
channel: upper bound H/4 5.00 mm
channel: parabolic profile 2H/15 2.67 mm
channel: Reynolds number U h/nu 1.42 (no unit)
creeping flow: decay rate a 3.749, imaginary part 1.384 (units 1/h)
this flow: decay rate a 3.378, imaginary part 1.371 (units 1/h)
channel: decay length 2.96 mm
channel: decay lengths in 10 cm 34 (no unit)
cold gas 300 K: kinematic viscosity 10.9 cm2/s
cold gas at same speed: plate theta 0.69 cm
rough inputs: viscosity exponent 0.7, Prandtl 0.7, gamma 1.4
buoyancy: mean temperature 600 K, kinematic viscosity 35.4 cm2/s
buoyancy: Grashof 6.26, Rayleigh 4.38, Gr/Re_H^2 0.196
mean free path 4.59 um
Knudsen number free path/H 2.3e-04 (no unit)
Mach number 4.4e-04 (no unit)
OK
```
